# Why the helium 1snp singlet P series has a negative quantum defect: verification in Python

```python
# Result under test: the helium 1snp 1P series has a negative quantum defect,
# tending to about -0.012, because singlet exchange (repulsive) outweighs the
# attraction from penetration of the 1s cloud and from core response.
# Definition: E = -2 - 1/(2 (n - defect)^2), atomic units, fixed nucleus.
# J = <1s np| 1/r12 - 1/r2 |1s np>, K = <1s np| 1/r12 |np 1s>, with the 1s
# orbital of charge 2 and the np orbital of charge 1 (unsymmetric splitting).
# Full energies: configuration interaction in orthonormal Laguerre functions.
from functools import lru_cache
from math import factorial
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy.sparse.linalg import eigsh
from scipy.special import eval_genlaguerre, gammainc, iv, jv
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j, wigner_6j

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10

# Radial grid: Gauss points in elements, plus a cumulative-integration matrix
order, elements, r_max = 12, 36, 220.0
x, wx = leggauss(order)
leg = legvander(x, order)
integrals = np.empty((order, order))
integrals[:, 0] = x + 1
for m in range(1, order):
    integrals[:, m] = (leg[:, m + 1] - leg[:, m - 1]) / (2 * m + 1)
local = integrals @ np.linalg.inv(leg[:, :order])
edges = r_max * (np.arange(elements + 1) / elements) ** 2
half = np.diff(edges) / 2
r = np.concatenate([edges[i] + half[i] * (x + 1) for i in range(elements)])
w = np.concatenate([h * wx for h in half])
cumulative = np.zeros((r.size, r.size))
for i in range(elements):
    rows = slice(i * order, (i + 1) * order)
    cumulative[rows, :i * order] = w[:i * order]
    cumulative[rows, rows] = half[i] * local


@lru_cache(maxsize=None)
def kernel(k):
    """Quadrature matrix of r_<^k / r_>^(k+1)."""
    t = (w * r ** (-k - 1.0))[:, None] * cumulative * (r ** k)[None, :]
    return t + t.T


def slater(k, density1, density2):
    return density1 @ kernel(k) @ density2


# One-electron basis u(r) = r R(r); the p set must also hold 5p accurately
scale = 1.2
size = {0: 26, 1: 36, 2: 22, 3: 18, 4: 18}
U, dU = {}, {}
for l, count in size.items():
    z, a = scale * r, 2 * l + 2
    values, slopes = [], []
    for q in range(count):
        norm = np.sqrt(scale * (factorial(q) / factorial(q + a)))
        lag = eval_genlaguerre(q, a, z)
        dlag = -eval_genlaguerre(q - 1, a + 1, z) if q else 0 * z
        damp = norm * np.exp(-z / 2)
        values.append(damp * z ** (l + 1) * lag)
        slopes.append(scale * damp * (((l + 1) * z ** l
                      - z ** (l + 1) / 2) * lag + z ** (l + 1) * dlag))
    U[l], dU[l] = np.array(values), np.array(slopes)
    assert np.allclose((U[l] * w) @ U[l].T, np.eye(count), atol=1e-8)


def one_body(l, charge):
    potential = l * (l + 1) / (2 * r ** 2) - charge / r
    return (dU[l] * w) @ dU[l].T / 2 + (U[l] * w * potential) @ U[l].T


@lru_cache(maxsize=None)
def angular(l1, l2, m1, m2, L, k):
    """<(l1 l2)L| P_k(cos angle12) |(m1 m2)L>."""
    def reduced(p, q):
        return ((-1) ** p * np.sqrt((2 * p + 1) * (2 * q + 1))
                * float(wigner_3j(p, k, q, 0, 0, 0)))
    product = reduced(l1, m1) * reduced(l2, m2)
    if abs(product) < 1e-14:
        return 0.0
    return ((-1) ** (m1 + l2 + L) * product
            * float(wigner_6j(L, l2, l1, k, m1, m2)))


def products(l, m):
    return (U[l][:, None, :] * U[m][None, :, :]).reshape(-1, r.size)


def repulsion(bra, ket):
    """Direct and exchange matrices between configurations, L = 1."""
    (l1, l2), (m1, m2) = bra, ket
    shape = (size[l1] * size[l2], size[m1] * size[m2])
    direct, exchange = np.zeros(shape), np.zeros(shape)
    for k in range(9):
        c = angular(l1, l2, m1, m2, 1, k)
        if c:
            g = products(l1, m1) @ kernel(k) @ products(l2, m2).T
            g = g.reshape(size[l1], size[m1], size[l2], size[m2])
            direct += c * g.transpose(0, 2, 1, 3).reshape(shape)
        c = angular(l1, l2, m2, m1, 1, k)
        if c:
            g = products(l1, m2) @ kernel(k) @ products(l2, m1).T
            g = g.reshape(size[l1], size[m2], size[l2], size[m1])
            exchange += c * g.transpose(0, 2, 3, 1).reshape(shape)
    return direct, exchange


configs = [(0, 1), (1, 2), (2, 3), (3, 4)]
offsets = np.cumsum([0] + [size[a] * size[b] for a, b in configs])
H_direct = np.zeros((offsets[-1], offsets[-1]))
H_exchange = np.zeros_like(H_direct)
for i, bra in enumerate(configs):
    si = slice(offsets[i], offsets[i + 1])
    for j in range(i, len(configs)):
        sj = slice(offsets[j], offsets[j + 1])
        d, e = repulsion(bra, configs[j])
        if i == j:
            a, b = bra
            d = d + np.kron(one_body(a, 2), np.eye(size[b]))
            d = d + np.kron(np.eye(size[a]), one_body(b, 2))
        H_direct[si, sj], H_exchange[si, sj] = d, e
        H_direct[sj, si], H_exchange[sj, si] = d.T, e.T


def lowest(matrix):
    """Four lowest eigenvalues; large matrices by shift and invert."""
    if len(matrix) < 200:
        return eigh(matrix, eigvals_only=True, subset_by_index=[0, 3])
    found = eigsh(matrix, k=4, sigma=-2.2, which="LM",
                  v0=np.ones(len(matrix)), return_eigenvectors=False)
    return np.sort(found)


ns = np.arange(2, 6)


def defect(energy, n=ns):
    return n - 1 / np.sqrt(2 * (-2 - energy))


def limit(defects):
    """Large-n value from a line in 1/(n-defect)^2 through n = 4, 5."""
    s = 1 / (ns[-2:] - defects[-2:]) ** 2
    return (defects[-1] * s[0] - defects[-2] * s[1]) / (s[0] - s[1])


# Exact one-electron levels test the basis and the grid
e_core, v_core = eigh(one_body(0, 2))
level_error = np.max(np.abs(lowest(one_body(1, 1)) + 1 / (2.0 * ns ** 2)))
assert abs(e_core[0] + 2) < 5e-8, e_core[0]
assert level_error < 5e-8, level_error

# Frozen core: direct only, singlet, triplet; then the full calculation
project = np.kron(v_core[:, :1], np.eye(size[1]))
F_direct = project.T @ H_direct[:offsets[1], :offsets[1]] @ project
F_exchange = project.T @ H_exchange[:offsets[1], :offsets[1]] @ project
E_dir = lowest(F_direct)
E_frozen = {s: lowest(F_direct + s * F_exchange) for s in (1, -1)}
E_full = {s: lowest(H_direct + s * H_exchange) for s in (1, -1)}
d_dir = defect(E_dir)
d_frozen = {s: defect(E_frozen[s]) for s in (1, -1)}
d_full = {s: defect(E_full[s]) for s in (1, -1)}
d_sp_pd, d_no_fg = [
    defect(lowest(H_direct[:cut, :cut] + H_exchange[:cut, :cut]))
    for cut in offsets[2:4]]


# First-order integrals from their definitions
def hydrogenic_p(n, charge=1):
    z = 2 * charge * r / n
    norm = np.sqrt((2 * charge / n) ** 3 * factorial(n - 2)
                   / (2 * n * factorial(n + 1)))
    return r * norm * z * np.exp(-z / 2) * eval_genlaguerre(n - 2, 3, z)


u1s = 2 * 2 ** 1.5 * r * np.exp(-2 * r)


def first_order(u):
    J = slater(0, u1s ** 2, u ** 2) - np.sum(w * u ** 2 / r)
    K = slater(1, u1s * u, u1s * u) / 3
    return J, K


u2p = hydrogenic_p(2)
J2, K2 = first_order(u2p)
assert abs(J2 + 13 / 12500) < 1e-9
assert abs(K2 - 896 / 234375) < 1e-9
for n in ns:
    Jn, Kn = first_order(hydrogenic_p(int(n)))
    un = hydrogenic_p(int(n))
    screened = -np.sum(w * un ** 2 * (1 / r + 2) * np.exp(-4 * r))
    assert abs(Jn - screened) < 1e-9 and Jn < 0 < Kn and Kn > -Jn
trial = U[1] @ (w * u2p)
for s in (1, -1):
    expectation = trial @ (F_direct + s * F_exchange) @ trial
    assert abs(expectation - (-2.125 + J2 + s * K2)) < 2e-6

# Large-n first-order contributions to the defect
u_limit = r * np.sqrt(2 / r) * jv(3, np.sqrt(8 * r))
J_lim, K_lim = first_order(u_limit)
J30, K30 = first_order(hydrogenic_p(30))
closed_penetration = (iv(2, 1) - iv(3, 1)) / (4 * np.e)
assert abs(-J_lim - closed_penetration) < 1e-8
assert abs(30 ** 3 * J30 / J_lim - 1) < 5e-3
assert abs(30 ** 3 * K30 / K_lim - 1) < 5e-3

# Charge 2 for both electrons: first-order 2 1P energy
u2p_z2 = hydrogenic_p(2, 2)
E_symmetric = (-2.5 + slater(0, u1s ** 2, u2p_z2 ** 2)
               + slater(1, u1s * u2p_z2, u1s * u2p_z2) / 3)
assert E_symmetric > -2

# Dipole polarisation in second order, without electron exchange
e_p, v_p = eigh(one_body(1, 2))
core_p = v_p.T @ U[1]
moments = core_p @ (w * r * u1s)
alpha = 2 * np.sum(moments ** 2 / (e_p + 2)) / 3
assert abs(alpha - 9 / 32) < 1e-6


def dipole_energy(n, l):
    e_l, v_l = eigh(one_body(l, 1))
    outer = v_l[:, n - l - 1] @ U[l]
    total = 0.0
    for m in (l - 1, l + 1):
        e_m, v_m = eigh(one_body(m, 1))
        coupling = angular(0, l, 1, m, l, 1) * (
            (core_p * u1s) @ kernel(1) @ ((v_m.T @ U[m]) * outer).T)
        gap = e_p[:, None] + 2 + e_m[None, :] - e_l[n - l - 1]
        assert gap.min() > 0
        total -= np.sum(coupling ** 2 / gap)
    point = -alpha / 2 * np.sum(w * outer ** 2 / r ** 4)
    return total, point


pol_2p, point_2p = dipole_energy(2, 1)
pol_4f, point_4f = dipole_energy(4, 3)
assert 0.85 < pol_4f / point_4f < 1.05
assert 0 < pol_2p / point_2p < pol_4f / point_4f
mean_response = sum(E_full[s][0] - E_frozen[s][0] for s in (1, -1)) / 2
assert abs(pol_2p - mean_response) < abs(point_2p - mean_response)

# Signs, balance and convergence
exchange_part = d_frozen[1] - d_dir
response_part = d_full[1] - d_frozen[1]
assert np.all(d_dir > 0) and np.all(response_part > 0)
assert np.all(exchange_part < 0)
assert np.all(-exchange_part > d_dir + response_part)
assert np.all(d_full[-1] > 0)
lim_dir, lim_frozen = limit(d_dir), limit(d_frozen[1])
lim_full, lim_triplet = limit(d_full[1]), limit(d_full[-1])
lim_sp_pd, lim_no_fg = limit(d_sp_pd), limit(d_no_fg)
assert abs(lim_full + 0.012) < 5e-4, (lim_full, lim_no_fg, d_full[1])
assert abs(lim_full - lim_sp_pd) < 3e-3, (lim_full, lim_sp_pd)
assert abs(lim_full - lim_no_fg) < 5e-4, (lim_full, lim_no_fg)

print("Helium 1snp, fixed nucleus, non-relativistic")
print(f"1s mean radius: {np.sum(w*r*u1s**2)*ANG:.4f} angstrom")
print(f"2p mean radius: {np.sum(w*r*u2p**2)*ANG:.4f} angstrom")
print(f"2p probability inside 1s mean radius: {gammainc(5, 0.75):.3e}")
print(f"2p penetration J: {J2*EV:.5f} eV")
print(f"2p exchange K: {K2*EV:.5f} eV")
print(f"2 1P first-order shift J+K: {(J2+K2)*EV:.5f} eV")
print(f"2 3P first-order shift J-K: {(J2-K2)*EV:.5f} eV")
print(f"2 1P frozen-core shift: {(E_frozen[1][0]+2.125)*EV:.5f} eV")
print(f"2 1P core response: {(E_full[1][0]-E_frozen[1][0])*EV:.5f} eV")
print(f"2 1P full shift: {(E_full[1][0]+2.125)*EV:.5f} eV")
print(f"2 3P full shift: {(E_full[-1][0]+2.125)*EV:.5f} eV")
print(f"2 1P full total energy: {E_full[1][0]*EV:.4f} eV")
print(f"2 1P full total energy: {E_full[1][0]:.6f} hartree")
print(f"2 1P first-order defect: {defect(-2.125+J2+K2, 2):.5f}")
print(f"Large-n first-order penetration defect: {-J_lim:.5f}")
print(f"Large-n first-order exchange defect, singlet: {-K_lim:.5f}")
print(f"Large-n first-order total, singlet: {-J_lim-K_lim:.5f}")
print(f"Large-n first-order total, triplet: {-J_lim+K_lim:.5f}")
print(f"2 1P minus He+ threshold, charge 2 for both: "
      f"{(E_symmetric+2)*EV:.4f} eV")
print(f"He+ dipole polarisability: {alpha:.5f} atomic units")
print(f"2p second-order dipole energy: {pol_2p*EV:.5f} eV")
print(f"2p point-dipole energy: {point_2p*EV:.5f} eV")
print(f"2p spin-averaged core response: {mean_response*EV:.5f} eV")
print(f"2p ratio second-order/point: {pol_2p/point_2p:.4f}")
print(f"4f ratio second-order/point: {pol_4f/point_4f:.4f}")
print("Singlet defects: n, penetration, exchange, core response, total")
for i, n in enumerate(ns):
    print(f"{n}  {d_dir[i]:+.5f}  {exchange_part[i]:+.5f}  "
          f"{response_part[i]:+.5f}  {d_full[1][i]:+.5f}")
print(f"limit  {lim_dir:+.5f}  {lim_frozen-lim_dir:+.5f}  "
      f"{lim_full-lim_frozen:+.5f}  {lim_full:+.5f}")
print("Triplet total defects, n = 2 to 5: "
      + "  ".join(f"{d:+.5f}" for d in d_full[-1]))
print(f"Triplet total defect, large-n limit: {lim_triplet:+.5f}")
print(f"Singlet limit, sp and pd only: {lim_sp_pd:+.5f}")
print(f"Singlet limit, sp, pd and df only: {lim_no_fg:+.5f}")
print("all assertions hold")
```

Output:

```
Helium 1snp, fixed nucleus, non-relativistic
1s mean radius: 0.3969 angstrom
2p mean radius: 2.6459 angstrom
2p probability inside 1s mean radius: 1.065e-03
2p penetration J: -0.02830 eV
2p exchange K: 0.10403 eV
2 1P first-order shift J+K: 0.07573 eV
2 3P first-order shift J-K: -0.13233 eV
2 1P frozen-core shift: 0.06943 eV
2 1P core response: -0.03713 eV
2 1P full shift: 0.03230 eV
2 3P full shift: -0.22203 eV
2 1P full total energy: -57.7919 eV
2 1P full total energy: -2.123813 hartree
2 1P first-order defect: -0.02264
Large-n first-order penetration defect: 0.01045
Large-n first-order exchange defect, singlet: -0.03514
Large-n first-order total, singlet: -0.02470
Large-n first-order total, triplet: 0.04559
2 1P minus He+ threshold, charge 2 for both: 0.5371 eV
He+ dipole polarisability: 0.28125 atomic units
2p second-order dipole energy: -0.04309 eV
2p point-dipole energy: -0.15944 eV
2p spin-averaged core response: -0.04360 eV
2p ratio second-order/point: 0.2702
4f ratio second-order/point: 0.9720
Singlet defects: n, penetration, exchange, core response, total
2  +0.00911  -0.02984  +0.01117  -0.00957
3  +0.01045  -0.03277  +0.01094  -0.01138
4  +0.01090  -0.03368  +0.01090  -0.01187
5  +0.01110  -0.03408  +0.01090  -0.01208
limit  +0.01146  -0.03479  +0.01089  -0.01244
Triplet total defects, n = 2 to 5: +0.06225  +0.06592  +0.06700  +0.06747
Triplet total defect, large-n limit: +0.06829
Singlet limit, sp and pd only: -0.01353
Singlet limit, sp, pd and df only: -0.01263
all assertions hold
```
